# What the Ehrlich-Schwoebel barrier measures when an adatom descends a step

**Question**

I am estimating how silver adatoms move between layers during growth on Ag(100) near room temperature. My rough input values are 0.40 eV for the terrace diffusion barrier and 0.07 eV for the Ehrlich-Schwoebel (ES) barrier. I put each into an Arrhenius rate with the same prefactor, and an atom at a step edge then goes down far more readily than it hops along the flat terrace. Yet the ES barrier is supposed to hinder descent. Which energy belongs in the descent rate? And if the ES barrier were zero, would an atom reaching the edge simply fall off?

**Answer**

If the edge site binds the adatom as strongly as a terrace site does, the energy in the descent rate is the sum, 0.47 eV. The ES barrier is the height of the descent saddle above the terrace diffusion saddle. If it were zero, the atom would still have to overcome 0.40 eV to go down from such an edge site, just as it does for every hop on the terrace.

**Two saddles, one reference level**

Take the energy of an adatom resting on an ordinary terrace site as zero. Let \(E_d\) be the energy of the saddle between two terrace sites, and \(E_s\) the energy of the saddle crossed in going down the step. The ES barrier is

\[
\Delta=E_s-E_d,\qquad\text{so}\qquad E_s=E_d+\Delta .
\]

The descent may be a hop over the edge, or an exchange in which the adatom replaces an edge atom and pushes it outward. What matters below is the saddle energy of the process that operates.

I write the algebra in atomic units, with energies in hartree and \(\beta=1/(k_BT)\). The formulas keep their form if energies are in eV and rates in s\(^{-1}\). For thermally activated hops, the rate to one given neighbouring terrace site and the descent rate from an edge site are

\[
h=\nu e^{-\beta E_d},\qquad h'=\nu' e^{-\beta E_s}.
\]

Their ratio is

\[
R=\frac{h}{h'}=\frac{\nu}{\nu'}\,e^{\beta(E_s-E_d)}=\frac{\nu}{\nu'}\,e^{\beta\Delta}.
\]

The terrace barrier cancels in the ratio, but it remains in \(h'\). The excess \(\Delta\) thus governs the competition between going down and turning back, while the full energy \(E_s\) governs how often a waiting atom goes down.

**What if the edge site binds differently?**

An atom beside the edge has different surroundings, so its resting energy may differ from zero. To see which energy difference then counts, number the sites across the terrace by \(i\), with resting energies \(e_i\) and mean occupations \(n_i\ll1\). Let \(S_i\) be the saddle between \(i\) and \(i+1\), with the same prefactor \(\nu_i\) in both directions. The net flow across it is the forward flow minus the backward flow:

\[
\begin{aligned}
J_i&=n_i\nu_i e^{-\beta(S_i-e_i)}-n_{i+1}\nu_i e^{-\beta(S_i-e_{i+1})}\\
&=\nu_i e^{-\beta S_i}\left(A_i-A_{i+1}\right),\qquad A_i=n_ie^{\beta e_i}.
\end{aligned}
\]

This has the form of Ohm's law. The quantity \(A_i\) plays the part of a voltage, and \(e^{\beta S_i}/\nu_i\) that of a resistance. The resistance contains the saddle level and not the depth of either site.

Suppose the edge site is deeper than a terrace site by \(b\), while the saddles on its two sides stay at \(E_d\) and \(E_s\). On a real step the saddle next to the edge may also shift somewhat. The barrier for going down from it is \(E_s+b\), and the barrier for going back is \(E_d+b\). Their difference is still \(\Delta\). Subtracting the ordinary terrace barrier \(E_d\) from the local descent barrier \(E_s+b\) would instead give \(\Delta+b\), which mixes two reference levels.

**Which way does the atom leave?**

Consider a terrace \(N\) sites wide, with an ascending step on the left and a descending step on the right. I assume that

- adatoms do not meet;
- the steps are straight and uniform;
- an atom that reaches either step is captured for good;
- capture at the ascending step goes through an ordinary terrace saddle.

Hops parallel to the steps do not change the distance to either step, so they do not affect the outcome.

Let \(P_k\) be the probability that an atom starting at site \(k\) finally goes down. At an interior site the next hop across the terrace is equally likely to go left or right:

\[
P_k=\tfrac12\left(P_{k-1}+P_{k+1}\right).
\]

Successive differences of \(P_k\) are therefore equal. Capture at the ascending step, placed at \(k=0\), means \(P_0=0\), so \(P_k=ck\). At the last site the atom goes back at rate \(h\) or down at rate \(h'\):

\[
(h+h')P_N=hP_{N-1}+h'.
\]

Inserting \(P_N=cN\) and \(P_{N-1}=c(N-1)\) gives

\[
\begin{aligned}
(h+h')cN&=hc(N-1)+h',\\
c(h+h'N)&=h',\\
c&=\frac{1}{N+h/h'} .
\end{aligned}
\]

Hence

\[
P_k=\frac{k}{N+R}.
\]

A change in the depth of a site multiplies both of its exit rates by the same factor, so this result survives unequal site depths.

If atoms land uniformly and start where they land, the mean fraction going down is

\[
\bar P=\frac1N\sum_{k=1}^{N}\frac{k}{N+R}
=\frac{1}{N(N+R)}\,\frac{N(N+1)}2
=\frac{N+1}{2(N+R)} .
\]

With equal prefactors, \(\Delta=0\) means \(R=1\) and \(\bar P=1/2\): the two steps are then equivalent exits. For \(R\gg N\) the fraction falls towards zero as \((N+1)/(2R)\). For \(N\gg R\) and \(N\gg1\) it approaches one half again, because crossing the terrace is then the main resistance.

The same formula gives a length. A terrace of \(N+R-1\) sites with no excess barrier would have \(P_k=k/(N+R)\), the same as before. The edge therefore acts like an additional stretch of terrace

\[
\ell_{ES}=a(R-1),
\]

where \(a\) is the site spacing. When \(R\) is not an integer, this is the distance beyond the exit position \(k=N+1\) at which the straight line \(P_k\), when extended, reaches one. The length vanishes at \(R=1\), although the descent barrier does not.

**How long does the atom stay?**

The branching probability contains no clock. To find one, take the top terrace of an island, modelled as a strip with descending steps on both sides, and let \(F\) be the number of atoms landing per site per unit time. All sites have zero resting energy for now.

In the steady state \(FN\) atoms arrive per unit time in each row across the strip, and by symmetry half leave over each edge:

\[
h'n_1=\frac{FN}{2}.
\]

The balance at the first site, \(F+h(n_2-n_1)-h'n_1=0\), then gives

\[
n_2-n_1=\frac{1}{h}\left(\frac{FN}{2}-F\right)=\frac{F(N-2)}{2h}.
\]

At an interior site, \(F+h(n_{i-1}+n_{i+1}-2n_i)=0\), so each difference is smaller than the previous one by \(F/h\):

\[
n_{i+1}-n_i=\frac{F(N-2i)}{2h}.
\]

Adding these differences from site 1 to site \(i-1\), with \(\sum_{j=1}^{i-1}(N-2j)=(i-1)(N-i)\), gives

\[
n_i=\frac{FN}{2h'}+\frac{F}{2h}(i-1)(N-i).
\]

The first term is the population needed to drive the flow over the edges. The second is the population needed to drive it across the terrace.

The mean residence time \(\tau\) is the number of atoms present divided by the arrival rate. With \(m=i-1\),

\[
\begin{aligned}
\sum_{m=0}^{N-1}m(N-1-m)
&=\frac{N(N-1)^2}{2}-\frac{N(N-1)(2N-1)}{6}\\
&=\frac{N(N-1)(N-2)}{6},
\end{aligned}
\]

and therefore

\[
\begin{aligned}
\tau=\frac{1}{FN}\sum_{i=1}^{N}n_i
&=\frac{N}{2h'}+\frac{(N-1)(N-2)}{12h}\\
&=\frac{(N-1)(N-2)+6NR}{12h}.
\end{aligned}
\]

At \(R=1\) the numerator becomes \(N^2+3N+2=(N+1)(N+2)\), so

\[
\tau_{R=1}=\frac{(N+1)(N+2)}{12h}.
\]

This time still contains \(1/h\), and hence \(e^{\beta E_d}\). A zero ES barrier does not remove the activated waiting.

The slope of an Arrhenius plot says the same. For temperature-independent prefactors, \(-d\ln h/d\beta=E_d\) and \(dR/d\beta=\Delta R\). Differentiating \(\ln\tau\) gives

\[
\frac{d\ln\tau}{d\beta}=E_d+w\Delta,\qquad
w=\frac{6NR}{(N-1)(N-2)+6NR}.
\]

The weight \(w\) is the share of the residence time due to the edges. For \(N=2\) every site is an edge site, \(w=1\), and the slope is the full descent energy \(E_s\). On a wide terrace with \(N\gg6R\), \(w\approx6R/N\) is small and the slope is close to \(E_d\). At \(\Delta=0\) it equals \(E_d\) whatever the width.

**Your numbers**

I use \(E_d=0.40\) eV, \(\Delta=0.07\) eV, \(\nu=\nu'=3\times10^{12}\) s\(^{-1}\), \(a=0.289\) nm, \(N=50\), \(F=0.01\) s\(^{-1}\) per site and \(T=300\) K. The terrace is 14.45 nm wide and \(k_BT=0.02585\) eV. The full descent energy is

\[
E_s=0.40+0.07=0.47\ \text{eV}=0.0173\ \text{hartree}.
\]

The rates are \(h=5.72\times10^5\) s\(^{-1}\) and \(h'=3.82\times10^4\) s\(^{-1}\), so \(R=15.0\). An atom at the edge is fifteen times as likely to hop back as to go down at its next move across the terrace. Over its whole stay it returns to the edge many times, and the fraction going down is much larger than one in sixteen:

\[
\bar P=\frac{51}{2(50+15.0)}=0.39 .
\]

Without the excess barrier it would be 0.50. The ES length is \(0.289\times14.0=4.0\) nm, or 40 angstrom, a little over a quarter of the terrace width.

On the top terrace the residence time is

\[
\tau=\frac{49\times48+6\times50\times15.0}{12\times5.72\times10^5\ \text{s}^{-1}}
=\frac{6852}{6.86\times10^6\ \text{s}^{-1}}=1.0\ \text{ms}.
\]

With \(\Delta=0\) and everything else fixed it would be 0.39 ms, which is shorter but far from zero. The edge weight is \(w=4500/6852=0.66\), so the apparent activation energy is \(0.40+0.66\times0.07=0.446\) eV, between \(E_d\) and \(E_s\).

**What the two possible mix-ups do**

Your calculation used \(\Delta\) as the full descent energy. That gives a descent rate of \(2.0\times10^{11}\) s\(^{-1}\), too large by

\[
e^{\beta E_d}=5.2\times10^6 .
\]

The implied ratio is \(R=e^{\beta(0.07-0.40)}=2.9\times10^{-6}\), with the energies in eV. The edge then offers almost no resistance, and \(\bar P=51/100=0.51\). The rate is wrong by a factor of millions, while the fraction moves only from 0.39 to 0.51, because crossing the terrace now limits the descent. A plausible fraction is therefore no evidence that the descent rate is right. What has vanished is the hindrance itself: the fraction lies slightly above one half, as if descent were favoured.

The opposite mix-up is to insert \(E_s=0.47\) eV where the formula asks for \(\Delta\). This counts the terrace barrier twice. It gives \(R=7.9\times10^7\) and \(\bar P=3.2\times10^{-7}\), so descent appears to be almost forbidden.

A useful check on a growth model with one descent path per edge site is to set the excess to zero with equal prefactors. The descent rate from an edge site must then equal the rate of hopping back from that same site to its neighbour on the terrace. If exchange can occur with either of two edge atoms, the two paths double the total descent rate, and \(\nu'\) must include this factor. A negative \(\Delta\) is also possible in this definition, and means that the descent saddle lies below the terrace saddle. For an edge site with zero resting energy, the barrier would disappear altogether only at \(\Delta=-E_d\), here \(-0.40\) eV. The description by activated hops fails before that point, since it needs \(E_s\) to be well above \(k_BT\).

**How far to trust this for silver**

The barriers and the prefactor are rough values in the regime of Ag(100), not a determination for a particular sample. The most sensitive assumption sized here is the equality of the prefactors. At 300 K a factor of ten in \(\nu'/\nu\) is worth 0.06 eV, almost as much as \(\Delta\) itself. With the energies held fixed, \(\nu'/\nu=10\) gives \(\bar P=0.50\), and \(\nu'/\nu=0.1\) gives 0.13. An error of 0.06 eV in \(\Delta\) would do the same, so not even the first digit of 0.39 should be taken as a prediction for real silver. Real steps also have kinks, where descent may be easier. Solving the hopping equations on a two-dimensional terrace with one edge site in twenty given zero excess barrier raises the fraction from 0.39 to 0.42.

With the rough values used below, the other effects sized here are smaller at 300 K:

- **Deeper edge sites.** If both edge sites of the top terrace are deeper by \(b\), the flows and the \(A_i\) stay the same, but each edge occupation grows by the factor \(e^{\beta b}\). The extra time is \(2\,[FN/(2h')](e^{\beta b}-1)/(FN)=(e^{\beta b}-1)/h'\), where \(h'\) keeps its definition from the terrace level. For \(b=0.02\) eV the residence time rises from 0.998 to 1.029 ms, or 3%.
- **Meetings between adatoms.** The mean coverage is \(F\tau=1.0\times10^{-5}\). Two atoms, each hopping in four directions, move relative to each other at a total rate \(8h\). An order-of-magnitude estimate of the encounters per atom, which counts hops onto an occupied site and repeated meetings of the same two atoms, is \(8h\tau\times F\tau=0.05\). This covers one atom's stay only. On a patch of \(50\times50\) sites \(FN^2=25\) atoms land per second, so with a meeting chance of a few per cent a first pair forms there within seconds, long before the \(1/F=100\) s needed to deposit a layer. Pairs that survive can grow into islands. The results therefore describe a terrace still free of islands, which at this deposition rate may mean only the first few per cent of a layer.
- **Moving steps.** A step is fed from the terrace above and from the terrace below. If both are about \(N\) sites wide, it receives of order \(FN\) atoms per row per unit time, and its advance during one residence is of order \(FN\tau=5\times10^{-4}\) of a site. A wider lower terrace adds to this in proportion to its width.
- **Escape after capture.** Take rough barriers of 0.25 eV for motion along the step and 0.65 eV for detachment, with the same prefactor and kinks twenty sites apart that hold the atom. The chance of detaching before reaching a kink is then about \(7\times10^{-6}\).
- **Tunnelling.** The leading Wigner correction, \(1+(\beta\omega)^2/24\) in atomic units with \(\omega=2\pi\nu\) as a rough barrier frequency, raises a rate by 1%.

The ratio \(k_BT/E_d=0.065\) is small, as activated hopping requires.

Temperature matters through both energies. With the barriers, prefactors and width held fixed, \(R\) is 58 at 200 K and 7.6 at 400 K, and the fraction going down is 0.24 and 0.44. The value at 200 K applies to a lone adatom, not to growth at the stated deposition rate. Since \(e^{\beta E_d}\) is \(5.2\times10^6\) at 300 K, it is that number to the power 1.5, or \(1.2\times10^{10}\), at 200 K, and \(h\) drops to about 250 s\(^{-1}\). Even with \(R=1\), which shortens the stay, \(h\tau=51\times52/12=221\) and \(\tau\approx0.9\) s. The encounter estimate is then \(8\times221\times0.009\approx16\) per atom. Adatoms would meet and could form islands before reaching a step, so the assumption of independent atoms fails.

The main values are in the numerical output below.

## Numbers as computed

```
INPUTS (rough, regime of Ag on Ag(100))
terrace barrier E_d = 0.40 eV
ES barrier Delta = 0.07 eV
prefactor nu = 3.0e+12 1/s
site spacing a = 0.289 nm
sites across N = 50; width N a = 14.45 nm
deposition F = 0.010 per site per s
temperature = 300 K; kB T = 0.02585 eV
CORRECT READING
full descent barrier E_s = 0.47 eV = 0.01727 hartree
terrace hop rate h = 5.720e+05 1/s
descent rate h' = 3.815e+04 1/s
ratio R = h/h' = 15.00
mean fraction going down = 0.3923
same with Delta = 0: 0.5000
ES length = 4.045 nm = 40.45 angstrom
top-terrace residence time = 9.980e-04 s
same with Delta = 0: 3.863e-04 s
edge weight w = 0.6567
apparent energy of residence = 0.4460 eV
MISREADING 1: Delta taken as full descent barrier
descent rate = 2.001e+11 1/s
too fast by factor 5.245e+06
ratio R = 2.859e-06
fraction going down = 0.5100
MISREADING 2: E_s inserted as the excess
ratio R = 7.864e+07
fraction going down = 3.243e-07
NEGLECTED EFFECTS
prefactor factor 10 is worth 0.0595 eV
fraction down, nu'/nu = 10: 0.4952
fraction down, nu'/nu = 0.1: 0.1275
kink spacing = 20 sites, excess at kink = 0 eV
fraction down with kinks = 0.4225
edge sites deeper by 0.02 eV: residence 1.029e-03 s
mean adatom coverage = 9.980e-06 per site
estimated encounters per adatom = 4.558e-02
step advance in one residence = 4.990e-04 sites
rough edge-diffusion barrier = 0.25 eV
rough detachment barrier = 0.65 eV
detachment chance before a kink = 6.674e-06
Wigner tunnelling factor = 1.0096
kB T / E_d = 0.0646
at 200 K: R = 58.07, fraction down = 0.2360
at 400 K: R = 7.62, fraction down = 0.4426
```
